# Equivalent peak-temperature time of a parabolic spike anneal: test program

```python
# Result under test: for a spike anneal T(t) = Tp - a t^2 and a process with
# rate ~ exp(-E/kT), the equivalent time at the peak temperature,
#   t_eq = integral exp[-(E/k)(1/T - 1/Tp)] dt,
# is close to t_L = Tp sqrt(pi k/(E a)), with t_L(1 - 3 eps/4) < t_eq < t_L.
# Symbols: Tp peak temperature (K), a coefficient of t^2 (K/s^2),
# E activation energy (eV), k Boltzmann constant (eV/K), eps = k Tp/E,
# theta_w = k Tp^2/E temperature window (K), tau = sqrt(theta_w/a) (s).
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants, zero_Celsius
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import erf

k = physical_constants["Boltzmann constant in eV/K"][0]
T_FLOOR = 300.0  # K, below this the rate is negligible


def weight(T, E, Tp):
    """Rate at T divided by rate at Tp."""
    return np.exp(-(E / k) * (1.0 / T - 1.0 / Tp))


def integrate(f, lo, hi):
    return quad(f, lo, hi, epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def time_direct(E, Tp, a):
    """Equivalent time by quadrature of the definition."""
    t_end = np.sqrt((Tp - T_FLOOR) / a)
    return 2 * integrate(lambda t: weight(Tp - a * t * t, E, Tp), 0, t_end)


def time_leading(E, Tp, a):
    return Tp * np.sqrt(np.pi * k / (E * a))


def time_closed(E, Tp, a):
    """Closed form with Tricomi's function U."""
    return float(mp.sqrt(mp.pi * Tp / a) * mp.hyperu(0.5, 0, E / (k * Tp)))


peak_C, a, E = 1050.0, 200.0, 3.5
Tp = peak_C + zero_Celsius
eps = k * Tp / E
theta_w = k * Tp**2 / E
tau = np.sqrt(theta_w / a)
t_L = time_leading(E, Tp, a)
t_eq = time_direct(E, Tp, a)

# Closed form, strict bracket and second-order series over a range of cases
for E_i in (2.0, 3.5, 5.0):
    for T_i in (1100.0, Tp, 1500.0):
        for a_i in (50.0, 200.0, 800.0):
            e_i = k * T_i / E_i
            direct = time_direct(E_i, T_i, a_i)
            lead = time_leading(E_i, T_i, a_i)
            assert abs(direct / time_closed(E_i, T_i, a_i) - 1) < 1e-7
            assert lead * (1 - 0.75 * e_i) < direct < lead
            series = lead * (1 - 0.75 * e_i + 45 / 32 * e_i**2)
            # the next term of the series is below 5 eps^3
            assert abs(direct / series - 1) < 5 * e_i**3
assert abs(t_L - 0.82) < 0.005

# Share of the equivalent time collected within theta_w of the peak
inner = 2 * integrate(lambda t: weight(Tp - a * t * t, E, Tp), 0, tau)
share = inner / t_eq
assert abs(share - erf(1.0)) < eps  # neglected terms are of order eps

# Scaling with activation energy: logarithmic slope -1/2 + 3 eps/4
h = 0.01
slope_E = (np.log(time_direct(E * (1 + h), Tp, a))
           - np.log(time_direct(E * (1 - h), Tp, a))) / np.log((1 + h) / (1 - h))
assert abs(slope_E - (-0.5 + 0.75 * eps)) < 3 * eps**2

# Diffusion during the spike, stepped in time, against the isothermal Gaussian
D0_cm2 = 1.0                           # cm^2/s, rough, boron in silicon
D_peak = D0_cm2 * 1e14 * np.exp(-E / (k * Tp))  # nm^2/s
sigma0, dx, n_steps = 3.0, 0.1, 800
x = np.arange(-300, 301) * dx
profile = np.exp(-x**2 / (2 * sigma0**2)) / (sigma0 * np.sqrt(2 * np.pi))
edges = np.linspace(-2.0, 2.0, n_steps + 1)
dt = edges[1] - edges[0]
for t_mid in 0.5 * (edges[1:] + edges[:-1]):
    D_now = D_peak * weight(Tp - a * t_mid**2, E, Tp)
    r = D_now * dt / (2 * dx**2)
    rhs = profile.copy()
    rhs[1:-1] += r * (profile[2:] - 2 * profile[1:-1] + profile[:-2])
    bands = np.zeros((3, x.size))
    bands[0, 2:] = -r
    bands[1, :] = 1 + 2 * r
    bands[1, 0] = bands[1, -1] = 1.0
    bands[2, :-2] = -r
    profile = solve_banded((1, 1), bands, rhs)
sigma_iso = np.sqrt(sigma0**2 + 2 * D_peak * time_closed(E, Tp, a))
isothermal = np.exp(-x**2 / (2 * sigma_iso**2)) / (sigma_iso * np.sqrt(2 * np.pi))
misfit = np.max(np.abs(profile - isothermal)) / isothermal.max()
assert misfit < 2e-4  # grid error of order (dx/sigma)^2
sigma_spike = np.sqrt(np.sum(x**2 * profile) / np.sum(profile))


# Neglected effect 1: straight flanks joined tangentially to the parabola
def side_direct(rate):
    t_join = rate / (2 * a)
    T_join = Tp - a * t_join**2
    t_tail = (T_join - T_FLOOR) / rate
    cap = integrate(lambda t: weight(Tp - a * t * t, E, Tp), 0, t_join)
    return cap + integrate(lambda t: weight(T_join - rate * t, E, Tp), 0, t_tail)


def side_leading(rate):
    t_join = rate / (2 * a)
    return (0.5 * np.sqrt(np.pi) * tau * erf(t_join / tau)
            + theta_w / rate * np.exp(-(t_join / tau)**2))


rate_up, rate_down = 250.0, 80.0
side_up, side_down = side_direct(rate_up), side_direct(rate_down)
for rate, side in ((rate_up, side_up), (rate_down, side_down)):
    # linearising 1/T overestimates, by about 2 eps for an exponential tail
    assert 0 < side_leading(rate) / side - 1 < 0.07
t_flanks = side_up + side_down

# Neglected effect 2: error of the peak temperature
dT = 5.0
gain_dT = weight(Tp + dT, E, Tp) * time_direct(E, Tp + dT, a) / t_eq - 1
assert abs(gain_dT - (np.exp(dT / theta_w) - 1)) < 0.01

# Neglected effect 3: heavy doping multiplies D by p/n_i
acceptors, ni_peak, gap0 = 1e20, 1e19, 1.2  # cm^-3, cm^-3, eV (rough)


def hole_ratio(T):
    ni = ni_peak * (T / Tp)**1.5 * weight(T, gap0 / 2, Tp)
    return (acceptors / 2 + np.sqrt(acceptors**2 / 4 + ni**2)) / ni


ratio_peak = hole_ratio(Tp)
t_end = np.sqrt((Tp - T_FLOOR) / a)
t_doped = 2 * integrate(lambda t: weight(Tp - a * t * t, E, Tp)
                        * hole_ratio(Tp - a * t * t) / ratio_peak, 0, t_end)
E_doped = E - gap0 / 2 - 1.5 * k * Tp
t_doped_leading = time_leading(E_doped, Tp, a)
assert abs(t_doped / t_doped_leading - 1) < 0.05  # order k Tp/E_doped

# Neglected effect 4: damage-enhanced diffusion while heating up
enhancement, damage_C = 100.0, 900.0
t_damage_end = np.sqrt((peak_C - damage_C) / a)
t_damage = (enhancement - 1) * integrate(
    lambda t: weight(Tp - a * t * t, E, Tp), t_damage_end, t_end)

print(f"Peak temperature: {Tp:.2f} K")
print(f"Coefficient a of t^2: {a:.0f} K/s^2")
print(f"Magnitude of second derivative 2a: {2*a:.0f} K/s^2")
print(f"Activation energy: {E:.2f} eV")
print(f"k Tp: {k*Tp:.5f} eV")
print(f"eps = k Tp/E: {eps:.5f}")
print(f"Temperature window theta_w: {theta_w:.2f} K")
print(f"Gaussian time tau: {tau:.4f} s")
print(f"Leading estimate t_L: {t_L:.4f} s")
print(f"Lower bound t_L(1-3eps/4): {t_L*(1-0.75*eps):.4f} s")
print(f"Second-order series: {t_L*(1-0.75*eps+45/32*eps**2):.4f} s")
print(f"Full integral t_eq: {t_eq:.4f} s")
print(f"Closed form with U: {time_closed(E, Tp, a):.4f} s")
print(f"Excess of t_L over t_eq: {100*(t_L/t_eq-1):.2f} %")
print(f"t_L if 200 K/s^2 is the second derivative: {time_leading(E,Tp,a/2):.4f} s")
print(f"t_eq if 200 K/s^2 is the second derivative: {time_direct(E,Tp,a/2):.4f} s")
print(f"Time within 50 K of peak: {2*np.sqrt(50/a):.3f} s")
print(f"Share of t_eq within theta_w, full: {share:.4f}")
print(f"Share of t_eq within theta_w, erf(1): {erf(1.0):.4f}")
print(f"Logarithmic slope of t_eq with E: {slope_E:.4f}")
for E_i in (2.5, 5.0):
    print(f"E = {E_i:.1f} eV: t_L {time_leading(E_i,Tp,a):.4f} s, "
          f"t_eq {time_direct(E_i,Tp,a):.4f} s")
print(f"Diffusivity prefactor (rough): {D0_cm2:.1f} cm^2/s")
print(f"Diffusivity at peak: {D_peak:.3f} nm^2/s")
print(f"Diffusion length sqrt(2 D t_eq): {np.sqrt(2*D_peak*t_eq):.3f} nm")
print(f"Same length with t_L: {np.sqrt(2*D_peak*t_L):.3f} nm")
print(f"Initial profile standard deviation: {sigma0:.2f} nm")
print(f"Final deviation, stepped spike: {sigma_spike:.4f} nm")
print(f"Final deviation, isothermal t_eq: {sigma_iso:.4f} nm")
print(f"Largest profile misfit / peak height: {misfit:.1e}")
print(f"Flank rates, heating and cooling: {rate_up:.0f}, {rate_down:.0f} K/s")
print(f"Drop below peak at joins: {rate_up**2/(4*a):.1f}, "
      f"{rate_down**2/(4*a):.1f} K")
print(f"Heating side, full and leading: {side_up:.4f}, "
      f"{side_leading(rate_up):.4f} s")
print(f"Cooling side, full and leading: {side_down:.4f}, "
      f"{side_leading(rate_down):.4f} s")
print(f"t_eq with flanks: {t_flanks:.4f} s")
print(f"Change by flanks: {100*(t_flanks/t_eq-1):+.1f} %")
print(f"Change of integral of D for {dT:+.0f} K at peak: {100*gain_dT:+.1f} %")
print(f"Acceptors, n_i at peak (rough): {acceptors:.1e}, {ni_peak:.1e} cm^-3")
print(f"Gap extrapolated to 0 K (rough): {gap0:.2f} eV")
print(f"p/n_i at peak: {ratio_peak:.2f}")
print(f"Effective activation energy, heavy doping: {E_doped:.3f} eV")
print(f"t_eq heavy doping, full and leading: {t_doped:.4f}, "
      f"{t_doped_leading:.4f} s")
print(f"Diffusion length, heavy doping: "
      f"{np.sqrt(2*D_peak*ratio_peak*t_doped):.2f} nm")
print(f"Assumed damage enhancement: {enhancement:.0f} up to {damage_C:.0f} C")
print(f"Added equivalent time from damage: {t_damage:.4f} s")
print(f"Added time relative to t_eq: {100*t_damage/t_eq:.1f} %")
print("OK")
```

It prints:

```
Peak temperature: 1323.15 K
Coefficient a of t^2: 200 K/s^2
Magnitude of second derivative 2a: 400 K/s^2
Activation energy: 3.50 eV
k Tp: 0.11402 eV
eps = k Tp/E: 0.03258
Temperature window theta_w: 43.10 K
Gaussian time tau: 0.4642 s
Leading estimate t_L: 0.8229 s
Lower bound t_L(1-3eps/4): 0.8027 s
Second-order series: 0.8040 s
Full integral t_eq: 0.8039 s
Closed form with U: 0.8039 s
Excess of t_L over t_eq: 2.36 %
t_L if 200 K/s^2 is the second derivative: 1.1637 s
t_eq if 200 K/s^2 is the second derivative: 1.1368 s
Time within 50 K of peak: 1.000 s
Share of t_eq within theta_w, full: 0.8588
Share of t_eq within theta_w, erf(1): 0.8427
Logarithmic slope of t_eq with E: -0.4777
E = 2.5 eV: t_L 0.9736 s, t_eq 0.9428 s
E = 5.0 eV: t_L 0.6884 s, t_eq 0.6771 s
Diffusivity prefactor (rough): 1.0 cm^2/s
Diffusivity at peak: 4.664 nm^2/s
Diffusion length sqrt(2 D t_eq): 2.738 nm
Same length with t_L: 2.771 nm
Initial profile standard deviation: 3.00 nm
Final deviation, stepped spike: 4.0618 nm
Final deviation, isothermal t_eq: 4.0618 nm
Largest profile misfit / peak height: 3.4e-05
Flank rates, heating and cooling: 250, 80 K/s
Drop below peak at joins: 78.1, 8.0 K
Heating side, full and leading: 0.4050, 0.4162 s
Cooling side, full and leading: 0.6038, 0.6358 s
t_eq with flanks: 1.0087 s
Change by flanks: +25.5 %
Change of integral of D for +5 K at peak: +12.7 %
Acceptors, n_i at peak (rough): 1.0e+20, 1.0e+19 cm^-3
Gap extrapolated to 0 K (rough): 1.20 eV
p/n_i at peak: 10.10
Effective activation energy, heavy doping: 2.729 eV
t_eq heavy doping, full and leading: 0.9023, 0.9319 s
Diffusion length, heavy doping: 9.22 nm
Assumed damage enhancement: 100 up to 900 C
Added equivalent time from damage: 0.1664 s
Added time relative to t_eq: 20.7 %
OK
```
